**Elastic cooling stress in a thin alumina scale**

The program tests $\sigma=E(\alpha_{\rm m}-\alpha_{\rm o})\Delta T/(1-\nu)$ for a thin oxide scale on a thick metal. Here $E$ and $\nu$ are the Young modulus and Poisson ratio of the oxide, $\alpha_{\rm m}$ and $\alpha_{\rm o}$ are the thermal expansion coefficients of metal and oxide, and $\Delta T$ is negative on cooling. It minimizes the three-dimensional elastic energy of a layered plate and asserts that the oxide stress agrees with the formula for very thick metal, with vanishing normal stress. It also asserts the two-sided finite-thickness formula and the balancing stress in the metal. Separate solutions of the stiffness equations test the elastic thickness strain, the stored energy and the stress of a strip held along one axis. The output gives $-3.293$ GPa for the stated data, a compression. It also lists the changes caused by finite metal thickness, bending, partial relaxation and growth stress, using rough or illustrative inputs.

## Program and output

```python
"""
Result under test: a thin alumina scale on a thick metal, cooled elastically,
carries the equal-biaxial in-plane stress
    sigma = E * (alpha_metal - alpha_oxide) * DeltaT / (1 - nu).
E, nu: Young modulus and Poisson ratio of alumina; alpha: linear thermal
expansion; DeltaT: end minus start temperature (negative on cooling).
Tension is positive. Moduli and stresses are in GPa, thicknesses in micrometres.
The independent road is minimization of the three-dimensional elastic energy.
"""
import numpy as np

# Given data
E_oxide, nu_oxide = 380.0, 0.25
mismatch = 6.5e-6
delta_T = -1000.0

# Rough typical values for an alumina-forming alloy
T_start = 1020.0
alpha_oxide = 8.5e-6
alpha_metal = alpha_oxide + mismatch
E_metal, nu_metal = 200.0, 0.30
h_oxide, h_metal = 5.0, 1000.0
growth_stress = -0.5
relaxed_interval = 100.0
hot_modulus_loss = 0.15


def stiffness(E, nu):
    """Isotropic stiffness for the three normal strains."""
    lame = E * nu / ((1 + nu) * (1 - 2 * nu))
    shear = E / (2 * (1 + nu))
    return lame * np.ones((3, 3)) + 2 * shear * np.eye(3)


def plate_stresses(layers, temperature_change):
    """Mean stress vector (x, y, z) of each layer of a free bonded plate.

    Each layer is (thickness, E, nu, alpha). The unknowns are two in-plane
    strains, two curvatures and a thickness strain at every Gauss point.
    """
    total = sum(layer[0] for layer in layers)
    n_unknown = 4 + 2 * len(layers)
    rows, rhs, points = [], [], []
    bottom, index = -total / 2, 0
    for thickness, E, nu, alpha in layers:
        C = stiffness(E, nu)
        root = np.linalg.cholesky(C).T
        middle = bottom + thickness / 2
        for side in (-1, 1):
            z = (middle + side * thickness / (2 * np.sqrt(3))) / total
            A = np.zeros((3, n_unknown))
            A[0, 0], A[0, 2] = 1, z
            A[1, 1], A[1, 3] = 1, z
            A[2, 4 + index] = 1
            free = alpha * temperature_change * np.ones(3)
            weight = np.sqrt(thickness / (2 * total))
            rows.append(weight * root @ A)
            rhs.append(weight * root @ free)
            points.append((C, A, free))
            index += 1
        bottom += thickness
    q = np.linalg.lstsq(np.vstack(rows), np.concatenate(rhs), rcond=None)[0]
    stress = [C @ (A @ q - free) for C, A, free in points]
    return [(stress[2*i] + stress[2*i + 1]) / 2 for i in range(len(layers))]


def held_block(C, held, strain):
    """Strain and stress when the held axes have a set strain, others free."""
    free = [i for i in range(3) if i not in held]
    e = np.zeros(3)
    e[held] = strain
    e[free] = np.linalg.solve(C[np.ix_(free, free)],
                              -C[np.ix_(free, held)] @ e[held])
    return e, C @ e


# Derived formulas
strain = mismatch * delta_T
M_oxide = E_oxide / (1 - nu_oxide)
M_metal = E_metal / (1 - nu_metal)
sigma = M_oxide * strain
sigma_one_axis = E_oxide * strain
thickness_strain = -2 * nu_oxide * sigma / E_oxide
sigma_two_sided = sigma / (1 + 2 * h_oxide * M_oxide / (h_metal * M_metal))
metal_stress = -2 * h_oxide * sigma_two_sided / h_metal
energy_area = h_oxide * M_oxide * strain**2 * 1e3   # GPa*um = 1e3 J/m2

oxide = (h_oxide, E_oxide, nu_oxide, alpha_oxide)
metal = (h_metal, E_metal, nu_metal, alpha_metal)
thick_metal = (1e5 * h_oxide, E_metal, nu_metal, alpha_metal)

# Thick-metal limit; remaining difference is of order thickness ratio
limit = plate_stresses([thick_metal, oxide], delta_T)[1]
assert np.allclose(limit[:2], sigma, rtol=1e-4, atol=0)
assert abs(limit[2]) < 1e-7 * abs(sigma)

# Finite metal with a scale on both faces
two_sided = plate_stresses([oxide, metal, oxide], delta_T)
assert np.allclose(two_sided[0][:2], sigma_two_sided, rtol=1e-8, atol=0)
assert np.allclose(two_sided[2][:2], sigma_two_sided, rtol=1e-8, atol=0)
assert np.allclose(two_sided[1][:2], metal_stress, rtol=1e-7, atol=0)

# Thickness strain, stored energy and the one-direction case
C_oxide = stiffness(E_oxide, nu_oxide)
e_biaxial, s_biaxial = held_block(C_oxide, [0, 1], strain)
assert np.isclose(e_biaxial[2], thickness_strain, rtol=1e-10, atol=0)
energy_check = 0.5 * e_biaxial @ s_biaxial * h_oxide * 1e3
assert np.isclose(energy_check, energy_area, rtol=1e-10, atol=0)
e_single, s_single = held_block(C_oxide, [0], strain)
assert np.isclose(s_single[0], sigma_one_axis, rtol=1e-10, atol=0)

# Sizes of neglected effects
one_sided = plate_stresses([metal, oxide], delta_T)[1][0]
sigma_relaxed = M_oxide * mismatch * (delta_T + relaxed_interval)
sigma_with_growth = sigma + growth_stress
sigma_hot_modulus = sigma * (1 - hot_modulus_loss)


def change(value):
    """Percentage change of stress magnitude from the simple result."""
    return 100 * (abs(value) / abs(sigma) - 1)


print("GIVEN DATA")
print(f"Expansion mismatch, metal minus oxide: {mismatch*1e6:.1f} 1e-6/K")
print(f"Temperature change: {delta_T:.0f} K")
print(f"Alumina Young modulus: {E_oxide:.0f} GPa")
print(f"Alumina Poisson ratio: {nu_oxide:.2f} (no unit)")
print("ROUGH TYPICAL VALUES")
print(f"Start temperature: {T_start:.0f} deg C")
print(f"End temperature: {T_start + delta_T:.0f} deg C")
print(f"Alumina expansion: {alpha_oxide*1e6:.1f} 1e-6/K")
print(f"Metal expansion: {alpha_metal*1e6:.1f} 1e-6/K")
print(f"Metal Young modulus: {E_metal:.0f} GPa")
print(f"Metal Poisson ratio: {nu_metal:.2f} (no unit)")
print(f"Scale thickness: {h_oxide:.1f} um")
print(f"Metal thickness: {h_metal/1000:.1f} mm")
print("ELASTIC RESULT")
print(f"Elastic in-plane strain of oxide: {strain:.4f} (no unit)")
print(f"Alumina biaxial modulus: {M_oxide:.1f} GPa")
print(f"Cooling stress in alumina: {sigma:.3f} GPa")
print(f"Cooling stress in alumina: {sigma*1000:.0f} MPa")
print(f"Elastic thickness strain: {thickness_strain:.5f} (no unit)")
print(f"Stress if held along one axis only: {sigma_one_axis:.3f} GPa")
print(f"Change of magnitude, one axis only: {change(sigma_one_axis):.1f} %")
print(f"Stored energy per scale area: {energy_area:.0f} J/m2")
print("THICK-METAL CHECK")
print(f"Energy-minimum stress, metal/scale 1e5: {limit[0]:.4f} GPa")
print("NEGLECTED EFFECTS")
print(f"Metal biaxial modulus: {M_metal:.1f} GPa")
print(f"Stress, scale on both faces: {sigma_two_sided:.3f} GPa")
print(f"Change of magnitude, both faces: {change(sigma_two_sided):.1f} %")
print(f"Balancing stress in metal: {metal_stress*1000:.1f} MPa")
print(f"Mean stress, one face with bending: {one_sided:.3f} GPa")
print(f"Change of magnitude, one face: {change(one_sided):.1f} %")
print(f"Assumed fully relaxed first interval: {relaxed_interval:.0f} K")
print(f"Stress after that relaxation: {sigma_relaxed:.3f} GPa")
print(f"Change of magnitude, relaxation: {change(sigma_relaxed):.1f} %")
print(f"Rough growth stress: {growth_stress:.1f} GPa")
print(f"Stress with growth stress added: {sigma_with_growth:.3f} GPa")
print(f"Change of magnitude, growth: {change(sigma_with_growth):.1f} %")
print(f"Rough loss of modulus when hot: {100*hot_modulus_loss:.0f} %")
print(f"Stress if hot modulus is misused: {sigma_hot_modulus:.3f} GPa")
print("every check passed")
```

It prints:

```
GIVEN DATA
Expansion mismatch, metal minus oxide: 6.5 1e-6/K
Temperature change: -1000 K
Alumina Young modulus: 380 GPa
Alumina Poisson ratio: 0.25 (no unit)
ROUGH TYPICAL VALUES
Start temperature: 1020 deg C
End temperature: 20 deg C
Alumina expansion: 8.5 1e-6/K
Metal expansion: 15.0 1e-6/K
Metal Young modulus: 200 GPa
Metal Poisson ratio: 0.30 (no unit)
Scale thickness: 5.0 um
Metal thickness: 1.0 mm
ELASTIC RESULT
Elastic in-plane strain of oxide: -0.0065 (no unit)
Alumina biaxial modulus: 506.7 GPa
Cooling stress in alumina: -3.293 GPa
Cooling stress in alumina: -3293 MPa
Elastic thickness strain: 0.00433 (no unit)
Stress if held along one axis only: -2.470 GPa
Change of magnitude, one axis only: -25.0 %
Stored energy per scale area: 107 J/m2
THICK-METAL CHECK
Energy-minimum stress, metal/scale 1e5: -3.2931 GPa
NEGLECTED EFFECTS
Metal biaxial modulus: 285.7 GPa
Stress, scale on both faces: -3.236 GPa
Change of magnitude, both faces: -1.7 %
Balancing stress in metal: 32.4 MPa
Mean stress, one face with bending: -3.180 GPa
Change of magnitude, one face: -3.5 %
Assumed fully relaxed first interval: 100 K
Stress after that relaxation: -2.964 GPa
Change of magnitude, relaxation: -10.0 %
Rough growth stress: -0.5 GPa
Stress with growth stress added: -3.793 GPa
Change of magnitude, growth: 15.2 %
Rough loss of modulus when hot: 15 %
Stress if hot modulus is misused: -2.799 GPa
every check passed
```
